# Committee spread of fitted potentials does not measure their shared error

## What symmetry allows a short-ranged model to say

Let a fitted potential depend on the atomic positions through distances shorter than a cutoff $r_c$, and place two fragments $A$ and $B$ so far apart that every distance between an atom of $A$ and an atom of $B$ exceeds $r_c$. Moving or turning $B$ as a rigid body, while this condition holds, changes none of the distances that the model sees. The model energy is therefore invariant under separate rigid motions of the two fragments. It cannot depend on their separation $R$ or on their relative orientation, and it equals its value at infinite separation. The interaction energy

$$
\Delta E(R)=E(R)-E(R\to\infty)
$$

is then zero in the model, whatever coefficients the fit has produced.

The true energy lacks this symmetry. For two neutral fragments with dipole moments of size $\mu$, the leading interaction is bilinear in the dipoles. In atomic units an energy has the dimension of charge squared over length, so its form must be $\mu^2/R^3$ times a function of the angles, and that function changes sign when one dipole is reversed.

Now fit a committee of potentials with the same cutoff. Each member predicts zero interaction, so the members agree completely, and all are wrong by the full interaction energy. This contradicts the belief that agreement within a committee is accuracy.

## The counter-example

Hartree atomic units are used, with energies quoted in millihartree (mHa). The reference is a defined model of two ion pairs, each with one cation of charge $+1$ and one anion of charge $-1$. No material is meant. Its energy is

$$
E=\sum_{i<j}\frac{q_iq_j}{r_{ij}}
+\sum_{\text{unlike pairs}}100\,e^{-r_{ij}/0.6}
-\frac{\alpha}{2}\sum_{\text{anions}}|\mathbf F|^2 ,
\qquad \alpha=10\ \text{bohr}^3 .
$$

Here $\mathbf F$ is the field at an anion due to the charges of the other three ions. The induced dipoles do not act on each other.

The fitted energy is a constant plus pair functions

$$
g(r)=\left(1-\frac{r}{r_c}\right)^2\sum_k a_k\,T_k\!\left(\frac{9}{r}-1\right)\quad(r<r_c),
\qquad g(r)=0\quad(r\ge r_c),
$$

with $r$ in bohr, Chebyshev polynomials $T_k$ and $r_c=10$ bohr. There are six functions for unlike pairs and four each for cation–cation and anion–anion pairs, which with the constant makes 15 coefficients, found by least squares.

The configurations have bond lengths between 4.5 and 5.5 bohr, random orientations and centre separations drawn between 7 and 16 bohr. Those in which ions of different pairs come closer than 7 bohr are rejected. A training set holds 3000 configurations. Each of ten members is fitted to its own random 90 % of that set.

### The interaction that should be found

Put both pairs on the $z$ axis with bond length $d$, both dipoles along $+z$, and centres at $0$ and $R$. The two distances between like ions are $R$, and those between unlike ions of different pairs are $R-d$ and $R+d$. The Coulomb interaction is

$$
\frac{2}{R}-\frac{1}{R-d}-\frac{1}{R+d}
=\frac{2}{R}-\frac{2R}{R^2-d^2}
=-\frac{2d^2}{R(R^2-d^2)}
\simeq-\frac{2d^2}{R^3}.
$$

The repulsion between the pairs is exponentially small here.

For the polarization, each anion first feels the cation of its own pair. That field points away from the cation, along $-z$, so $F_0=-1/d^2$. The other pair adds its dipole field. At a distance $s$ from its centre, on the axis, this is

$$
F'=\frac{1}{(s-d/2)^2}-\frac{1}{(s+d/2)^2}
=\frac{2sd}{(s^2-d^2/4)^2}\simeq\frac{2d}{s^3},
$$

along $+z$ on both sides of the pair. To leading order $s$ may be replaced by $R$. The polarization energy of one anion changes by

$$
-\frac{\alpha}{2}\left[(F_0+F')^2-F_0^2\right]
=-\alpha F_0F'-\frac{\alpha}{2}F'^2
\simeq+\frac{\alpha}{d^2}\,\frac{2d}{R^3}
=\frac{2\alpha}{dR^3}.
$$

The term in $F'^2$ falls off as $R^{-6}$ and has been dropped. Two anions give $4\alpha/(dR^3)$, and the sum is

$$
\Delta E\simeq-\frac{2d^2}{R^3}+\frac{4\alpha}{dR^3}
=-\frac{2d}{R^3}\left(d-\frac{2\alpha}{d^2}\right).
$$

The induced dipole opposes the permanent one and weakens the attraction. At $R=200$ bohr this law was tested against the full energy and holds within 1 %.

For $d=5$ and $R=20$ bohr,

$$
\Delta E\simeq-\frac{2\cdot5\,(5-20/25)}{20^3}=-\frac{42}{8000}=-5.25\times10^{-3}\ \text{hartree}.
$$

The full reference energy gives $-5.55$ mHa ($-151$ meV). With the second pair reversed, it gives $+5.94$ mHa ($+162$ meV). Reversal exchanges the charges at fixed positions, so the Coulomb interaction changes sign exactly. The unequal magnitudes therefore come from the polarization term, apart from the negligible repulsion.

### What the committee reports

The shortest distance between the pairs is $20-5=15$ bohr, beyond the cutoff. All ten members give zero interaction for both orientations, with zero spread. The reference energies of the two orientations differ by $5.94+5.55=11.49$ mHa, and no member sees any difference.

The total energy does have a spread, 0.076 mHa, because the members disagree slightly about the separate ion pairs. The error of the committee mean (prediction minus reference) is $+5.64$ mHa in the parallel case and $-5.85$ mHa in the opposed case. Removing the missing interaction leaves the same small error of the separate pairs in both cases:

$$
5.64-5.55\approx0.09\ \text{mHa},\qquad -5.85+5.94\approx0.09\ \text{mHa}.
$$

The spread refers to this small part only. In this committee the two happen to be close; for other training sets the error of the separate pairs is typically three to four times the spread, with a wide scatter. The error is about 74 times the spread in the parallel case.

## The correct statement

Fix one configuration with reference energy $y$. Let $D$ be a random training set and let $f_1,\dots,f_M$ be the members' predictions. Given $D$, the members are independent and identically distributed, as when each draws its own random subsample. Define

$$
b=\mathrm E[f]-y,\qquad c=\mathrm{Var}\big(\mathrm E[f|D]\big),\qquad w=\mathrm E\big[\mathrm{Var}(f|D)\big].
$$

The bias $b$ is shared by all members, $c$ is the variance due to the shared training set, and $w$ is the variance between members. With the committee mean $\bar f$ and $s^2=\sum_m(f_m-\bar f)^2/(M-1)$,

$$
\mathrm E[s^2]=w,\qquad
\mathrm E\big[(\bar f-y)^2\big]=b^2+c+\frac{w}{M}.
$$

**Proof.** Write $g=\mathrm E[f|D]$ and $v=\mathrm{Var}(f|D)$. Adding and subtracting $g$ gives

$$
\sum_m(f_m-\bar f)^2=\sum_m(f_m-g)^2-M(\bar f-g)^2 ,
$$

because $\sum_m(f_m-g)=M(\bar f-g)$. Given $D$, the first sum on the right has expectation $Mv$. The mean of $M$ independent members has variance $v/M$, so the second term has expectation $v$. The difference is $(M-1)v$, hence $\mathrm E[s^2|D]=v$, and averaging over $D$ gives $w$.

For the error, split

$$
\bar f-y=b+(g-\mathrm E[g])+(\bar f-g).
$$

The second term has mean zero, and the third has mean zero for every given $D$. All cross terms therefore vanish on squaring and averaging. The three squares give $b^2$, $c$ and $\mathrm E[v]/M=w/M$. ∎

More members reduce $w/M$ and nothing else. The ratio

$$
\frac{\mathrm E[(\bar f-y)^2]}{\mathrm E[s^2]}=\frac{b^2+c}{w}+\frac1M
$$

has no upper bound, since $w$ may be small while $b^2+c$ is not.

A second statement needs no averaging. If two configurations have the same descriptors, every member assigns them the same energy. The predicted difference is zero with zero spread, and its error equals the true difference in magnitude. The separated ion pairs are this case.

### Numerical reading

The quantities were measured with 100 independent training sets and averaged over test configurations from the training distribution. The bias was taken from the best fit to the whole population, which $\mathrm E[f]$ approaches as the training size grows. The variance $c$ was taken from the fits to each complete training set, which equal $\mathrm E[f|D]$ in the linearized treatment of the next section. At the sizes used here both replacements change the predictions by about 0.02 mHa or less. This gives a root-mean-square bias of 6.370 mHa and $\sqrt c=0.461$ mHa. The digits belong to one sample of 2000 test configurations, which is used on both sides of the comparisons below; another sample can move the bias by about 0.15 mHa. With subsamples of one half, $\sqrt w=0.471$ mHa, and for $M=10$

$$
\sqrt{6.370^2+0.461^2+0.471^2/10}=6.388\ \text{mHa},
$$

against a measured error of 6.387 mHa. Since the bias dominates, this hardly probes the other terms. The distance of the committee mean from the best fit does: it is 0.480 mHa for $M=10$ and 0.562 mHa for $M=2$, against 0.484 and 0.569 mHa from $\sqrt{c+w/M}$.

## What sets the size of the spread

Let $x$ be the descriptor vector, $\theta_*$ the coefficients of the best population fit, $\varepsilon_i=y_i-x_i^{\mathsf T}\theta_*$ its residuals and $H=\mathrm E[xx^{\mathsf T}]$. The normal equations for a sample of size $n$ give

$$
\hat\theta-\theta_*=\Big(\frac1n\sum_i x_ix_i^{\mathsf T}\Big)^{-1}\frac1n\sum_i x_i\varepsilon_i
\simeq\frac1n\sum_i H^{-1}x_i\varepsilon_i .
$$

The last step replaces the sample matrix by $H$. It requires a large sample in which no single configuration has a large weight. The deviation of the prediction at a point $x_0$ is then a mean of independent terms $z_i=x_0^{\mathsf T}H^{-1}x_i\varepsilon_i$ with some variance $\sigma_z^2$. For the complete training set of size $N$ this gives $c\simeq\sigma_z^2/N$, because the average over subsamples reproduces the mean over all $N$ terms.

A member uses $n=\varphi N$ configurations drawn without replacement. Let $I_i=1$ if configuration $i$ is drawn and $0$ otherwise, so that $\mathrm{Var}(I_i)=\varphi(1-\varphi)$. As $\sum_iI_i=n$ is fixed, its variance vanishes:

$$
N\varphi(1-\varphi)+N(N-1)\,\mathrm{Cov}(I_i,I_j)=0
\;\Rightarrow\;
\mathrm{Cov}(I_i,I_j)=-\frac{\varphi(1-\varphi)}{N-1}.
$$

Subtract from the $z_i$ their mean over $D$, which shifts all subsample means equally. Then $\sum_{i\ne j}z_iz_j=-\sum_iz_i^2$, and

$$
\mathrm{Var}\Big(\frac1n\sum_iI_iz_i\,\Big|\,D\Big)
=\frac{\varphi(1-\varphi)}{n^2}\Big(1+\frac1{N-1}\Big)\sum_iz_i^2
=\frac{1-\varphi}{n}\,S^2 ,
$$

where $S^2=\sum_iz_i^2/(N-1)$ has expectation $\sigma_z^2$. Hence $w\simeq(1-\varphi)\sigma_z^2/(\varphi N)$ and

$$
\frac wc\simeq\frac{1-\varphi}{\varphi}.
$$

The measured ratios are 1.046, 0.263 and 0.113 for $\varphi=0.5$, 0.8 and 0.9; the law gives 1, 0.25 and 0.111. The spread falls from 0.471 to 0.236 and 0.155 mHa, while the error stays at 6.39 mHa. The apparent confidence has trebled through a choice of subsample size. In the limit $\varphi\to1$ all members of this least-squares committee coincide and the spread vanishes, with the error still present.

The law, taken for variances averaged over the test configurations, fails when a few configurations dominate the fit. In a separate case, contacts down to 4.5 bohr were admitted, six functions were used for every class of pair, and the training size was 1000. The ratio of $w$ to the variance of the fit to the complete set, which here need not equal $c$, was 17 in this run at $\varphi=0.5$ instead of 1. A few configurations fix this number, which can change several-fold with the random draw, so only its being far above 1 carries meaning; for a typical test configuration the ratio stays near 1. The 1 % of test configurations with the highest leverage, the weight $x^{\mathsf T}H^{-1}x/N$, carried 77 % of that variance summed over the test configurations. This is consistent with the stated condition, although several settings differ from the main case.

## When the spread is fair

A shared training set does not by itself make the spread useless. Replace the reference by a target that the model can represent, and add independent label noise of 5 mHa. Least squares is linear in the labels and the noise has mean zero, so $b=0$ whenever the fit is unique. For $\varphi=1/2$, where $c\simeq w$, the predicted ratio of error to spread is

$$
\sqrt{\frac{c+w/M}{w}}\simeq\sqrt{1+\frac1{10}}=1.049 .
$$

The measured ratio is 1.046. With $\varphi=0.9$ the law gives $c/w\simeq9$, so the spread would be too small by a factor of about 3 even without bias.

An error common to all labels is different. Suppose the reference method is wrong by $\delta=x^{\mathsf T}a$, a function that the descriptors can represent. Least squares is linear in the labels, so every member's coefficients shift by $a$, every prediction shifts by $\delta$, and the spread is unchanged. A shift of 5.1 mHa root mean square altered the spread by rounding error alone. The bias must therefore be counted against the quantity wanted, including the error of the reference method.

## Where the bias comes from

The sources can be separated by changing one ingredient at a time. For this comparison each class of pair has eight functions, which at the long cutoff reproduce the pure pair energy almost exactly (first value below); at the short cutoff the basis is not fully converged, and fourteen functions, or functions free of the factor $(1-r/r_c)^2$, lower the misfits by 2 to 4 %. The root-mean-square misfits of the best fits are:

- cutoff 100 bohr, no polarization: 0.0012 mHa;
- cutoff 10 bohr, no polarization: 7.12 mHa;
- cutoff 100 bohr, with polarization: 0.83 mHa;
- cutoff 10 bohr, with polarization: 6.05 mHa.

The short cutoff is the main source. The third value is a separate bias of the descriptors: $|\mathbf F|^2$ contains products of fields from different ions, which depend on angles, and pair functions absorb them only in part.

Polarization lowers the short-cutoff misfit, by a factor $6.05/7.12=0.85$. The leading collinear law reduces the interaction by $(d-2\alpha/d^2)/d=4.2/5=0.84$ at $d=5$ bohr. The same factor holds at leading order for every orientation. With $\hat{\mathbf u}$ the unit vector from the anion to the cation of one pair and $\mathbf F'$ the dipole field of the other pair, the Coulomb interaction is $-d\,\hat{\mathbf u}\cdot\mathbf F'$, and the anion adds $-\alpha\mathbf F_0\cdot\mathbf F'=+(\alpha/d^2)\,\hat{\mathbf u}\cdot\mathbf F'$, that is $-\alpha/d^3$ times the Coulomb term; two anions give the factor $1-2\alpha/d^3$. The similarity suggests that the weaker dipole interaction is the reason, but the leading law is not accurate at separations of 7 to 16 bohr, and the link to the misfit was not tested.

Subtracting the known Coulomb energy before the short-ranged fit, and adding it back afterwards, lowers the misfit from 6.05 to 1.40 mHa. The cure covers the physics that has been put in. For the collinear parallel pairs the term $4\alpha/(dR^3)$ is still missing, 16 % of the leading Coulomb term at $d=5$ bohr, and the committee again assigns it zero spread.

## What calibration can and cannot repair

One remedy multiplies the spread by a factor fixed on held-out reference data,

$$
\kappa^2=\frac{\sum_i(\bar f_i-y_i)^2}{\sum_i s_i^2}.
$$

By the general statement, $\kappa^2$ estimates $(b^2+c)/w+1/M$, with each of $b^2$, $c$ and $w$ averaged over the configurations. One committee with $\varphi=0.9$ gives $\kappa=41$. Before calibration, 2.6 % of the errors lie within two spreads; afterwards 78 % do. On fresh configurations from the same distribution, the root-mean-square error is 1.05 times the calibrated spread, so the average size has been restored.

The individual bars have not been repaired. For centre separations below 10 bohr the same ratio is 0.79, and above 13 bohr it is 1.56: the bars are too wide for near pairs and too narrow for distant ones. Other committees and test samples show the same pattern with other numbers: $\kappa$ from about 34 to 42, 66 to 77 % of the errors within two calibrated spreads, and a ratio of 1.5 to 2.2 above 13 bohr. The rank correlation between the size of the error and the spread is 0.08, so over the test set as a whole the spread hardly orders the predictions by their error. This says little about the few configurations of largest spread, and a selection of new training configurations by their spread was not tested.

For the two pairs at 20 bohr, the calibrated spread of the total energy is $41\times0.076\approx3.1$ mHa, against errors of 5.6 and 5.8 mHa. For this committee that bar is too small by a factor just below two; the factor changes with the training set. For the interaction energy, and for the difference between the two orientations, the calibrated spread is $\kappa\cdot0=0$. No multiplicative factor can repair this.

An error bar for such quantities must come from outside the committee: from reference interaction energies of separated fragments in several orientations, compared directly with the committee mean, or from an estimate of the missing physics such as the dipole law above. The factor $\kappa$ belongs to one committee and one distribution of configurations, and must be determined again when either changes. The measured values are collected in the numerical output.

## Calculated quantities

```
Members: 10; coefficients: 15; training size: 3000
Independent training sets: 100
Cutoff: 10.0 bohr; polarizability: 10.0 bohr^3
Largest leverage in population: 0.126
Rms bias b of best fit: 6.370 mHa
Shared sampling deviation sqrt(c): 0.461 mHa
Fraction 0.5: rms spread 0.471 mHa, rms error 6.387 mHa
  w/c measured 1.046, first-order law 1.000
  M=2: rms error measured 6.394, from b,c,w 6.395 mHa
  M=2: rms distance from best fit measured 0.562, from c,w 0.569 mHa
  M=10: rms error measured 6.387, from b,c,w 6.388 mHa
  M=10: rms distance from best fit measured 0.480, from c,w 0.484 mHa
Fraction 0.8: rms spread 0.236 mHa, rms error 6.386 mHa
  w/c measured 0.263, first-order law 0.250
Fraction 0.9: rms spread 0.155 mHa, rms error 6.386 mHa
  w/c measured 0.113, first-order law 0.111
Rare contacts down to 4.5 bohr, training 1000:
  largest leverage (population matrix): 1.940
  w/c at fraction 0.5: 16.922
  share of c from top 1 % leverage: 76.7 %
Unbiased control, label noise: 5.0 mHa
  rms error 0.373, rms spread 0.356 mHa
  error/spread 1.046, expected 1.049
Common label error, rms: 5.118 mHa
  largest change of spread: 5.4e-13 mHa
Rms misfit, 8 functions per class, long = 100 bohr:
  long cutoff, no polarization: 0.0012 mHa
  short cutoff, no polarization: 7.121 mHa
  long cutoff, polarization: 0.828 mHa
  short cutoff, polarization: 6.053 mHa
  same, explicit Coulomb baseline: 1.403 mHa
One committee, fraction 0.9:
  raw rms spread 0.148, rms error 6.375 mHa
  errors within 2 raw spreads: 2.6 %
  calibration factor kappa: 41.16
  errors within 2 calibrated spreads: 77.8 %
  rms error/calibrated spread, fresh data: 1.049
  same ratio, separation below 10 bohr: 0.789
  same ratio, separation above 13 bohr: 1.555
  rank correlation of |error| and spread: 0.083
Two pairs, bond 5.0 bohr, separation 20.0 bohr:
  leading dipole term, parallel: -5.250 mHa
  parallel: true interaction -5.552 mHa = -151.1 meV
    committee interaction: mean 0.0e+00, spread 0.0e+00 mHa
    total energy: error 5.643, raw spread 0.076 mHa
  opposed: true interaction 5.939 mHa = 161.6 meV
    committee interaction: mean 0.0e+00, spread 0.0e+00 mHa
    total energy: error -5.847, raw spread 0.076 mHa
```
